\section*{Helium's uncoupled Hartree-Fock polarisability depends on the virtual-orbital potential}

\section{The argument under review}

The manuscript computes the static dipole polarisability of the helium atom in Hartree-Fock theory in two ways. A sum over the canonical virtual orbitals, with orbital-energy differences as denominators, gives 0.997 atomic units. A self-consistent calculation in the field gives 1.322. The authors call the first number ``the uncoupled Hartree-Fock polarisability'' and conclude that self-consistency enhances the response of helium by one third.

I have no quarrel with either number. The conclusion does not follow, because the first number depends on a choice that the manuscript does not mention: the potential in which the virtual orbitals are computed. I ask the authors to consider what Hartree-Fock theory fixes here, and what the sign of their ``enhancement'' becomes under another choice.

\section{What the ground state fixes}

I use atomic units, a fixed point nucleus of charge $Z$, nonrelativistic kinetic energy and real orbitals. Both electrons occupy the normalised orbital $\varphi$. Let $h$ be the kinetic plus nuclear energy of one electron, and define
\begin{equation}
J\chi=\chi\int\frac{\varphi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r',\qquad
K\chi=\varphi\int\frac{\varphi(\mathbf r')\chi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
The energy is $2\langle\varphi|h|\varphi\rangle+\langle\varphi|J|\varphi\rangle$. Since $J$ itself contains $\varphi^2$, varying the second term gives $4\langle\delta\varphi|J|\varphi\rangle$; the first gives $4\langle\delta\varphi|h|\varphi\rangle$. With a multiplier for the norm, stationarity requires
\begin{equation}
(h+J)\varphi=\varepsilon\varphi. \label{eq:hf}
\end{equation}
The usual closed-shell Fock operator is $h+2J-K$. The definitions give $K\varphi=J\varphi$, so it also satisfies $(h+2J-K)\varphi=\varepsilon\varphi$. The two operators agree on the occupied orbital and differ on other orbitals. The ground-state equation therefore cannot decide which of them should supply the virtual orbitals.

The difference has a plain meaning. In $h+2J-K$ a virtual electron feels both original electrons, as an added electron would. This is the $V^N$ potential, with $N=2$. In $h+J$ it feels the one electron left behind when it is promoted, which is a $V^{N-1}$ potential. Far from the atom the first potential tends to $-2/r+2/r=0$ for $Z=2$, apart from exponentially small terms, and the second to $-1/r$.

\section{The coupled equation}

A uniform field $F$ along $z$ adds $+Fz$ to the energy of each electron, whose charge is $-1$. I consider the leading response to a weak static field. Write the field-dependent orbital as $\varphi+F\varphi_1$ to first order. Because $z\varphi$ is a $p$ function and the zero-field operators conserve angular momentum, $\varphi_1$ is a $p$ function, and the first-order change of $\varepsilon$ vanishes by parity.

The change of $J$ must be kept. The density of the partner electron changes by $2F\varphi\varphi_1$, so the extra potential acting on $\varphi$ gives
\begin{equation}
(\delta J)\varphi=2F\varphi\int\frac{\varphi(\mathbf r')\varphi_1(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'=2F\,K\varphi_1 .
\end{equation}
Collecting the terms linear in $F$ in the field-dependent form of \eqref{eq:hf},
\begin{equation}
(h+J+2K-\varepsilon)\varphi_1=-z\varphi. \label{eq:coupled}
\end{equation}
The induced dipole is $-2\cdot2F\langle\varphi|z|\varphi_1\rangle$: one factor 2 counts electrons, the other comes from the two cross terms in the density. Hence
\begin{equation}
\alpha=-4\langle\varphi|z|\varphi_1\rangle
=4\langle b|A^{-1}|b\rangle,\qquad b=z\varphi, \label{eq:alpha}
\end{equation}
with $A_{\rm c}=h+J+2K-\varepsilon$ acting on $p$ functions.

Starting from $h+2J-K$ changes nothing if the variation is complete. Then $\delta(2J)\varphi=4FK\varphi_1$. The variation of $K$ replaces either of its two factors $\varphi$ by $F\varphi_1$, so $(\delta K)\varphi=F(J\varphi_1+K\varphi_1)$. The operator on $\varphi_1$ becomes
\begin{equation}
(h+2J-K)+4K-(J+K)-\varepsilon=h+J+2K-\varepsilon .
\end{equation}
The coupled result is thus common to both starting points. The parts called ``coupling'' are not: they are $2K$ in the first case and $3K-J$ in the second.

\section{Three uncoupled answers}

If the change of the potential is dropped from the $V^N$ form, $A_N=h+2J-K-\varepsilon$. Expanding its inverse in the canonical virtual orbitals $\chi_a$ gives the authors' formula,
\begin{equation}
\alpha_N=4\sum_a\frac{|\langle\chi_a|z|\varphi\rangle|^2}{\varepsilon_a-\varepsilon},
\end{equation}
where the sum includes the continuum. If the change is dropped from \eqref{eq:hf} instead, $A_{\rm f}=h+J-\varepsilon$. This describes one electron responding while its partner's charge cloud is frozen.

A third choice uses singlet excitation energies. Put one electron in $\varphi$ and one in a $p$ orbital $\chi$, in the spatially symmetric combination. Its energy is $\langle\varphi|h|\varphi\rangle+\langle\chi|h+J+K|\chi\rangle$. The ground energy is $\langle\varphi|h|\varphi\rangle+\varepsilon$, so the excitation energy is the expectation value of
\begin{equation}
A_{\rm s}=h+J+K-\varepsilon .
\end{equation}
The transition moment is $\sqrt2\,\langle\chi|z|\varphi\rangle$. Second-order perturbation theory supplies another factor 2, and the prefactor is again 4. So even ``$V^{N-1}$'' needs a further word, frozen or singlet.

The remaining $K$ in $A_{\rm c}$ can be located. Expand the product of two field-dependent orbitals:
\begin{equation}
\varphi\varphi+F(\varphi_1\varphi+\varphi\varphi_1)+F^2\varphi_1\varphi_1 .
\end{equation}
The singly excited part contributes $2F^2\langle\varphi_1|A_{\rm s}|\varphi_1\rangle$ to the energy. The electron repulsion also connects the first and last terms, contributing $2F^2\langle\varphi_1|K|\varphi_1\rangle$. Together they contain $A_{\rm c}$. The singlet version omits this link between the ground configuration and the double excitation.

\section{The order of the four values}

The order can be settled before any polarisability is computed. Let $\varphi=u(r)Y_{00}/r$ and $\chi=v(r)Y_{10}/r$, with $u=u(r)$, $u'=u(r')$ and likewise for $v$. In the multipole expansion of the repulsion, $\varphi^2$ selects the monopole in $\langle J\rangle$, and $\varphi\chi$ selects the dipole in $\langle K\rangle$:
\begin{align}
\langle\chi|J|\chi\rangle&=\iint\frac{u^2v'^2}{r_>}\,dr\,dr',\\
\langle\chi|K|\chi\rangle&=\frac13\iint uv\,u'v'\,\frac{r_<}{r_>^2}\,dr\,dr'.
\end{align}
The factor $1/3$ is $1/(2l+1)$ for $l=1$. Now $r_</r_>^2\le1/r_>$, and $2|uv\,u'v'|\le u^2v'^2+u'^2v^2$. Since the two terms on the right have equal integrals,
\begin{equation}
3\langle\chi|K|\chi\rangle<\langle\chi|J|\chi\rangle .
\end{equation}
The inequality is strict because $r_<=r_>$ only on a line. Also $\langle K\rangle>0$: it is the Coulomb self-interaction of the charge density $\varphi\chi$, which does not vanish, since the ground orbital has no node. Therefore, as expectation values for every $p$ function,
\begin{equation}
A_{\rm f}<A_{\rm s}<A_{\rm c}<A_N; \label{eq:order}
\end{equation}
the last step is $A_N-A_{\rm c}=J-3K>0$.

All four operators are positive for helium. On $p$ functions $h\ge-Z^2/8=-0.5$ hartree, the hydrogenic $2p$ energy, and $J>0$. With the computed $\varepsilon=-0.918$ hartree, $A_{\rm f}$ is at least $0.418$ hartree.

Inversion reverses the order. For a positive operator $A$, completing the square gives
\begin{equation}
2\langle\chi|b\rangle-\langle\chi|A|\chi\rangle
=\langle b|A^{-1}|b\rangle-\langle\chi-A^{-1}b|A|\chi-A^{-1}b\rangle,
\end{equation}
so the left side never exceeds $\langle b|A^{-1}|b\rangle$. Let $A<B$ and choose $\chi=B^{-1}b$. Then
\begin{equation}
\langle b|B^{-1}|b\rangle=2\langle\chi|b\rangle-\langle\chi|B|\chi\rangle
<2\langle\chi|b\rangle-\langle\chi|A|\chi\rangle\le\langle b|A^{-1}|b\rangle .
\end{equation}
Applied to \eqref{eq:order}, this yields
\begin{equation}
\alpha_N<\alpha_{\rm c}<\alpha_{\rm s}<\alpha_{\rm f}.
\end{equation}
The proof uses an $s^2$ shell and a dipole field. It establishes no such order for atoms with more shells.

\section{Numbers for helium}

I solved the radial equations by Chebyshev collocation in a sphere of radius 30 bohr, with orbitals vanishing at its surface, and inserted each operator in \eqref{eq:alpha}. The effective denominator $\Delta$ is defined by $\alpha=4\langle z^2\rangle/\Delta$, where $\langle z^2\rangle=0.3949$ bohr$^2$ in the $1s$ orbital.

\begin{center}
\begin{tabular}{lccc}
Operator & $\alpha$ (a.u.) & $\Delta$ (hartree) & relative to coupled\\
$A_N$ & 0.997 & 1.584 & $-24.6\%$\\
$A_{\rm c}$ & 1.322 & 1.195 & --\\
$A_{\rm s}$ & 1.398 & 1.130 & $+5.7\%$\\
$A_{\rm f}$ & 1.487 & 1.062 & $+12.5\%$
\end{tabular}
\end{center}

For the first row, $4\times0.3949/1.584=0.997$. In SI units the $V^N$, coupled and frozen $V^{N-1}$ values are 1.64, 2.18 and 2.45 times $10^{-41}\ \mathrm{C^2\,m^2\,J^{-1}}$.

The manuscript's enhancement is $1.322/0.997=1.33$. Had the authors begun with the frozen partner, they would have found $1.322/1.487=0.89$ and reported that self-consistency reduces the response by 11\%. The coupled calculation is the same in both comparisons.

The second comparison has a direct physical reading. When both electrons are displaced by the field, the induced dipole of each repels the other's displacement. This is the positive term $2K$; freezing the partner removes it and makes the atom too soft. In the normalised coupled response orbital $\langle K\rangle=0.056$ hartree, so screening contributes $2\times0.056=0.11$ hartree to the expectation value of the operator.

The first comparison mixes this screening with something larger. In $A_N$ the $p$ part of the orbital is repelled by both original electrons, including the one it replaces. Exchange cancels that self-repulsion on $\varphi$, where $K\varphi=J\varphi$, but only partly on $\varphi_1$. In the same response orbital $\langle J\rangle=0.518$ hartree, and the excess of $A_N$ over $A_{\rm c}$ is $0.518-3\times0.056=0.35$ hartree. This excess is a net quantity: the self-repulsion left after exchange is $\langle J-K\rangle=0.46$ hartree, and the screening missing from $A_N$ is $\langle 2K\rangle=0.11$ hartree. What the authors call enhancement is the net effect of removing the first and adding the second.

The spectra show the same difference. The lowest $p$ level of $h+J$ is $-0.127$ hartree, close to the $-0.125$ hartree of a $2p$ electron outside a unit charge. The lowest $p$ level of $h+2J-K$ is positive: 0.01121 hartree in the 30-bohr sphere and 0.00498 hartree in a 45-bohr sphere. Their ratio, 2.25, equals $(45/30)^2$, as for a free particle in a box. This level belongs to the box and is not an excited state of helium.

\section{Restoring what was omitted}

Write $A_{\rm c}=A_0+W$, where $A_0$ is either uncoupled operator. Repeated use of $A_{\rm c}^{-1}=A_0^{-1}-A_0^{-1}WA_{\rm c}^{-1}$ gives
\begin{equation}
\alpha_{\rm c}=4\langle b|A_0^{-1}-A_0^{-1}WA_0^{-1}+A_0^{-1}WA_0^{-1}WA_0^{-1}-\cdots|b\rangle .
\end{equation}
The series converges if the eigenvalues of $A_0^{-1}W$ are smaller than one in magnitude. The largest magnitude computed is 0.27 from $V^N$ and 0.18 from the frozen partner. The partial sums, in atomic units, are

\begin{center}
\begin{tabular}{ccc}
Order in $W$ & from $V^N$ & from frozen $V^{N-1}$\\
0 & 0.997 & 1.487\\
1 & 1.239 & 1.294\\
2 & 1.301 & 1.327\\
3 & 1.317 & 1.321\\
4 & 1.321 & 1.322
\end{tabular}
\end{center}

From $V^N$, $W=-(J-3K)$ is negative, every term is positive, and the sums rise. From the frozen partner, $W=2K$ is positive and the terms alternate. The sums from $V^N$ therefore always lie below the coupled value, while those from the frozen partner lie above it at even orders and below it at odd orders. The two sums bracket the coupled value at even orders only; at first order, for example, both lie below 1.322. The dependence on the starting potential fades as the omitted interaction is restored.

\section{A limit in which the choice loses its weight}

For large $Z$, lengths scale as $1/Z$, $h$ as $Z^2$, and $J$ and $K$ as $Z$. The four operators then share the leading term $h+Z^2/2$. For $Z=1$, inserting $(1+r/2)z\varphi$ with $\varphi\propto e^{-r}$ gives
\begin{equation}
\left(h+\tfrac12\right)\left(1+\tfrac r2\right)z\varphi
=\left[-\frac1r+\frac1r+1\right]z\varphi=z\varphi .
\end{equation}
In the bracket, the first term comes from the Laplacian of $z(1+r/2)$, and the other two from the product of its gradient with that of $\varphi$. Thus
\begin{equation}
\langle b|A^{-1}|b\rangle=\frac{\langle r^2\rangle}{3}+\frac{\langle r^3\rangle}{6}
=1+\frac{7.5}{6}=\frac94 .
\end{equation}
Restoring $Z$ divides this by $Z^4$, so all four polarisabilities approach $9/Z^4$, with relative differences of order $1/Z$. At $Z=2$ the limiting formula gives 0.5625, well below every value in the first table. ``Uncoupled'' therefore does not mean ``noninteracting'': even the $V^N$ result contains much of the effect of repulsion.

\section{What should be changed}

The uncoupled value should be reported with its potential, and the claim of enhancement withdrawn. Agreement with 1.322 would not identify a correct uncoupled potential either. Adding a constant $c\ge0$ to $A_{\rm f}$ on the virtual space leaves $\varphi$, $\varepsilon$ and the ground-state energy untouched, while $\alpha$ falls continuously from 1.487 towards zero. Some $c$ reproduces the coupled number, and another reproduces 0.997.

The coupled value is free of this arbitrariness because it is the derivative of a self-consistent dipole moment. It remains a mean-field value: it omits electron correlation, as well as relativistic and nuclear-motion effects. Its place between the uncoupled results says nothing about its distance from experiment.
